# Energy Release Rate at the Edges of a Buckled Film Strip: a program that tests the result

```python
"""
Energy release rate at the long edges of a straight buckled film strip:
    G = h/(2 Ebar) * (sigma - sigma_c) * (sigma + 3 sigma_c),  sigma >= sigma_c
    sigma_c = pi^2 Ebar/12 * (h/b)^2,   Ebar = E/(1 - nu^2)
h: film thickness, b: half-width of the debonded strip, E: Young's modulus,
nu: Poisson ratio, sigma: compressive prestress across the strip (positive),
sigma_c: Euler stress of the straight clamped strip.
The formula is tested against a geometrically exact extensible beam, solved
by shooting. A Ritz second variation examines buckling along the strip.
"""
import numpy as np
from numpy.polynomial import Legendre, Polynomial
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, fsolve, minimize_scalar

pi = np.pi

# Round model parameters, SI units
E, nu, h, b, sigma = 300e9, 0.30, 200e-9, 5e-6, 1.5e9
Ebar = E / (1 - nu**2)
D = Ebar * h**3 / 12


def euler_stress(half_width):
    return pi**2 * Ebar / 12 * (h / half_width)**2


def release_rate(half_width):
    sc = euler_stress(half_width)
    return h / (2 * Ebar) * (sigma - sc) * (sigma + 3 * sc)


sigma_c = euler_stress(b)
ratio = sigma / sigma_c
G = release_rate(b)


def exact_beam(half_width, thickness, prestrain):
    """Exact clamped beam; energies are in units of Ebar*thickness.

    Returns released energy per strip length, edge energy release rate,
    compressive force/(Ebar*thickness), and largest rotation.
    """
    a = thickness / half_width
    p_scale = pi**2 * a**2 / 12
    k_scale = pi**2 * a / 2 * np.sqrt(4 / 3 * (prestrain / p_scale - 1))

    def integrate(factors):
        p = factors[1] * p_scale

        def rhs(t, y):
            angle = k_scale * y[0]
            curvature = k_scale * y[1]
            stretch = prestrain - p * np.cos(angle)
            bend = -12 / a**2 * p * (1 + stretch) * np.sin(angle)
            gap = stretch * np.cos(angle) - 2 * np.sin(angle / 2)**2
            energy = (-prestrain * stretch + stretch**2 / 2
                      + a**2 * curvature**2 / 24)
            return [y[1], bend / k_scale, gap / prestrain,
                    energy / prestrain**2]

        return solve_ivp(rhs, (0, 1), [0, factors[0], 0, 0],
                         method="DOP853", rtol=1e-11, atol=1e-12)

    def mismatch(factors):
        end = integrate(factors).y[:, -1]
        return [end[0], end[2]]

    factors = fsolve(mismatch, [1.0, 1.0], xtol=1e-11,
                     epsfcn=1e-12, full_output=True)[0]
    path = integrate(factors).y
    end = path[:, -1]
    assert max(abs(end[0]), abs(end[2])) < 1e-8
    p = factors[1] * p_scale
    released = -2 * half_width * prestrain**2 * end[3]
    edge = (prestrain - p)**2 / 2 + a**2 * (k_scale * end[1])**2 / 24
    return released, edge, p, k_scale * np.max(np.abs(path[0]))


# Exact beam: energy derivative against edge loads, then the thin limit
prestrain = sigma / Ebar
scales = [1.0, 0.5, 0.25, 0.125]
errors = []
for c in scales:
    thickness, eps = c * h, c**2 * prestrain
    db = 1e-3 * b
    upper = exact_beam(b + db, thickness, eps)[0]
    lower = exact_beam(b - db, thickness, eps)[0]
    slope_of_energy = (upper - lower) / (4 * db)
    released, edge, force, rotation = exact_beam(b, thickness, eps)
    assert abs(slope_of_energy / edge - 1) < 5e-5
    if c == 1.0:
        G_exact_beam = edge * Ebar * h
        G_from_energy = slope_of_energy * Ebar * h
        stress_exact_beam = force * Ebar
        rotation_exact_beam = rotation
    formula = G / (Ebar * h) * c**4
    errors.append(edge / formula - 1)
assert abs(errors[-1]) < 1e-3
for coarse, fine in zip(errors[:-1], errors[1:]):
    assert 3.5 < coarse / fine < 4.5     # error is quadratic in h/b

# Thin-limit checks of post-buckling stress, averaged release and the maximum
c = scales[-1]
assert abs(force * Ebar / c**2 / sigma_c - 1) < 2e-3
average = h * (sigma - sigma_c)**2 / (2 * Ebar)
assert abs(released / (2 * b) * Ebar * h / c**4 / average - 1) < 2e-3
b_c = pi * h * np.sqrt(Ebar / (12 * sigma))
G0 = h * sigma**2 / (2 * Ebar)
best = minimize_scalar(
    lambda x: -exact_beam(x * b_c, c * h, c**2 * prestrain)[1]
    / (c**4 * prestrain**2 / 2),
    bounds=(1.2, 3.0), method="bounded", options={"xatol": 1e-5})
assert abs(best.x / np.sqrt(3) - 1) < 5e-3
assert abs(-best.fun / (4 / 3) - 1) < 2e-3

# Membrane release from full biaxial Hooke energies, fixed strain along strip


def hooke_energy(s_along, s_across):
    return (s_along**2 + s_across**2 - 2 * nu * s_along * s_across) / (2 * E)


for s_along in (0.0, 0.4 * sigma, sigma, -0.7 * sigma):
    strain_along = (s_along - nu * sigma) / E
    s_along_after = E * strain_along + nu * sigma_c
    drop = hooke_energy(s_along, sigma) - hooke_energy(s_along_after, sigma_c)
    assert np.isclose(drop, (sigma**2 - sigma_c**2) / (2 * Ebar), rtol=1e-10)

# Ritz basis on -1 < t < 1, where t is distance across the strip divided by b
t, weight = np.polynomial.legendre.leggauss(48)


def ritz_basis(n):
    wall = Polynomial([1, 0, -1]).convert(kind=Legendre)
    plane = [wall * Legendre.basis(k) for k in range(n)]
    normal = [wall * wall * Legendre.basis(k) for k in range(n)]
    F = np.array([f(t) for f in plane])
    F1 = np.array([f.deriv()(t) for f in plane])
    W = np.array([f(t) for f in normal])
    W1 = np.array([f.deriv()(t) for f in normal])
    W2 = np.array([f.deriv(2)(t) for f in normal])
    return F, F1, W, W1, W2


bases = {n: ritz_basis(n) for n in (9, 13)}


def inner(left, right):
    return (left * weight) @ right.T


def flat_load(wave, n=13):
    """Equi-biaxial buckling stress of the flat strip divided by sigma_c."""
    F, F1, W, W1, W2 = bases[n]
    curv = W2 - wave**2 * W
    load = inner(W1, W1) + wave**2 * inner(W, W)
    return eigh(inner(curv, curv), load, eigvals_only=True)[0] / pi**2


assert abs(flat_load(0.0) - 1) < 1e-8
flat_best = minimize_scalar(flat_load, bounds=(0.01, 4), method="bounded")


def stability_at_wave(s, wave, n):
    """Smallest second variation, relative to sigma_c times slope squared."""
    F, F1, W, W1, W2 = bases[n]
    zero = np.zeros_like(F)
    amplitude = np.sqrt(4 / 3 * (s - 1))
    slope = -amplitude * pi / 2 * np.sin(pi * t)
    e_along = np.vstack([wave * F, zero, zero])
    e_across = np.vstack([zero, F1, slope * W1])
    shear = np.vstack([F1, -wave * F, -wave * slope * W])
    cross = inner(e_along, e_across)
    K = 12 * (inner(e_along, e_along) + inner(e_across, e_across)
              + nu * (cross + cross.T) + (1 - nu) / 2 * inner(shear, shear))
    curv = W2 - wave**2 * W
    stress_along = (1 - nu) * s + nu
    K[2*n:, 2*n:] += (inner(curv, curv) - pi**2 * inner(W1, W1)
                      - pi**2 * stress_along * wave**2 * inner(W, W))
    coupling = K[:2*n, 2*n:]
    reduced = K[2*n:, 2*n:] - coupling.T @ np.linalg.solve(
        K[:2*n, :2*n], coupling)
    reduced = (reduced + reduced.T) / 2
    return eigh(reduced, pi**2 * inner(W1, W1), eigvals_only=True)[0]


waves = np.linspace(0.05, 6.0, 41)


def stability(s, n=13):
    return min(stability_at_wave(s, q, n) for q in waves)


def stability_limit(factor, n=13):
    excess = ratio - 1
    previous = excess
    while stability(1 + excess, n) > 0 and 1e-3 < excess < 20:
        previous = excess
        excess *= factor
    if stability(1 + excess, n) > 0:
        return 1 + excess
    ends = sorted((1 + previous, 1 + excess))
    return brentq(lambda s: stability(s, n), *ends, xtol=1e-4)


margin = stability(ratio)
assert margin > 0
low_limit = stability_limit(0.85)
high_limit = stability_limit(1.10)
assert abs(stability_limit(1.10, 9) / high_limit - 1) < 0.02

# Example: edge loads, energy parts and sizes of neglected effects
crest = h * np.sqrt(4 / 3 * (ratio - 1))
edge_curvature = crest * pi**2 / (2 * b**2)
moment = D * edge_curvature
force_drop = (sigma - sigma_c) * h
G_membrane = force_drop**2 / (2 * Ebar * h)
G_bending = moment**2 / (2 * D)
assert np.isclose(G_membrane + G_bending, G, rtol=1e-10)
bending_stress = 6 * moment / h**2
pressure_scale = D * crest / 2 * (pi / b)**4


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Young's modulus E", E / 1e9, "GPa")
show("Poisson ratio", nu)
show("film thickness h", h * 1e9, "nm")
show("strip half-width b", b * 1e6, "um")
show("prestress sigma (compressive)", sigma / 1e9, "GPa")
show("plane-strain modulus Ebar", Ebar / 1e9, "GPa")
show("bending stiffness D", D * 1e9, "nN m")
show("Euler stress sigma_c", sigma_c / 1e9, "GPa")
show("sigma/sigma_c", ratio)
show("crest height", crest * 1e9, "nm")
show("edge moment per length", moment * 1e6, "uN")
show("drop of edge force per length", force_drop, "N/m")
show("membrane part of G", G_membrane, "J/m2")
show("bending part of G", G_bending, "J/m2")
show("G from formula", G, "J/m2")
show("G0 = h sigma^2/(2 Ebar)", G0, "J/m2")
show("G/G0", G / G0)
show("width-averaged release U/(2b)", average, "J/m2")
show("buckling half-width b_c", b_c * 1e6, "um")
show("half-width at largest G", np.sqrt(3) * b_c * 1e6, "um")
show("largest G", 4 / 3 * G0, "J/m2")
show("G at half-width 2 b_c", release_rate(2 * b_c), "J/m2")
show("G at half-width 4 b_c", release_rate(4 * b_c), "J/m2")
print("-- exact beam --")
show("G from its edge loads", G_exact_beam, "J/m2", 6)
show("G from its energy derivative", G_from_energy, "J/m2", 6)
show("its post-buckling stress", stress_exact_beam / 1e9, "GPa")
show("its largest rotation", rotation_exact_beam, "rad")
for c, error in zip(scales, errors):
    print(f"h/b = {c*h/b:.4f}: beam G/formula - 1 = {100*error:.4f} %")
show("thin beam: b/b_c at largest G", best.x, "", 5)
show("thin beam: largest G/G0", -best.fun, "", 5)
print("-- neglected effects --")
show("sigma_c with half-width b+h", euler_stress(b + h) / 1e9, "GPa")
show("G with half-width b+h", release_rate(b + h), "J/m2")
show("bending stress at surface", bending_stress / 1e9, "GPa")
show("largest surface tension", (bending_stress - sigma_c) / 1e9, "GPa")
show("largest surface compression", (bending_stress + sigma_c) / 1e9, "GPa")
show("1 atm/bending pressure scale", 100 * constants.atm / pressure_scale, "%")
show("flat equi-biaxial buckling/sigma_c", flat_best.fun)
show("its wavelength along strip", 2 * pi * b / flat_best.x * 1e6, "um")
show("straight buckle: stability margin", margin)
show("stable from sigma/sigma_c", low_limit)
show("stable up to sigma/sigma_c", high_limit)
print("ALL CHECKS PASSED")
```

Printed output:

```
Young's modulus E: 300 GPa
Poisson ratio: 0.3
film thickness h: 200 nm
strip half-width b: 5 um
prestress sigma (compressive): 1.5 GPa
plane-strain modulus Ebar: 329.7 GPa
bending stiffness D: 0.2198 nN m
Euler stress sigma_c: 0.4338 GPa
sigma/sigma_c: 3.458
crest height: 362 nm
edge moment per length: 15.71 uN
drop of edge force per length: 213.2 N/m
membrane part of G: 0.3448 J/m2
bending part of G: 0.5612 J/m2
G from formula: 0.906 J/m2
G0 = h sigma^2/(2 Ebar): 0.6825 J/m2
G/G0: 1.327
width-averaged release U/(2b): 0.3448 J/m2
buckling half-width b_c: 2.689 um
half-width at largest G: 4.657 um
largest G: 0.91 J/m2
G at half-width 2 b_c: 0.8958 J/m2
G at half-width 4 b_c: 0.7598 J/m2
-- exact beam --
G from its edge loads: 0.906438 J/m2
G from its energy derivative: 0.906438 J/m2
its post-buckling stress: 0.4331 GPa
its largest rotation: 0.1137 rad
h/b = 0.0400: beam G/formula - 1 = 0.0466 %
h/b = 0.0200: beam G/formula - 1 = 0.0118 %
h/b = 0.0100: beam G/formula - 1 = 0.0029 %
h/b = 0.0050: beam G/formula - 1 = 0.0007 %
thin beam: b/b_c at largest G: 1.732
thin beam: largest G/G0: 1.3333
-- neglected effects --
sigma_c with half-width b+h: 0.4011 GPa
G with half-width b+h: 0.9011 J/m2
bending stress at surface: 2.356 GPa
largest surface tension: 1.922 GPa
largest surface compression: 2.79 GPa
1 atm/bending pressure scale: 1.634 %
flat equi-biaxial buckling/sigma_c: 0.9393
its wavelength along strip: 26.19 um
straight buckle: stability margin: 1.034
stable from sigma/sigma_c: 1.053
stable up to sigma/sigma_c: 6.552
ALL CHECKS PASSED
```
